# Transmission through a smooth graphene p-n contact in a uniform field

## 1. Definitions and conventions

Near one valley of graphene the electron states are two-component spinors (the amplitudes on the two sublattices) with Hamiltonian

$$H=v(\sigma_x p_x+\sigma_y p_y)+U(x),\qquad U(x)=Fx,\quad F>0 .$$

Here $v$ is the band velocity, $\sigma_i$ are Pauli matrices acting on the sublattice index, and $U$ is the total electron potential energy, including screening. Its slope $F$ is an energy per length, and $F/e$ is the junction field.

At energy $E$ the kinetic energy is $E-Fx$. It is positive on the left, where the carriers are electrons (n side), and negative on the right, where they are holes (p side).

The motion is taken as coherent and single-particle. The bands are linear and isotropic, and there is no mass term, magnetic field or intervalley scattering.

Since $U$ does not depend on $y$, the transverse wavenumber $k$ is conserved and the states have the form $\psi(x)e^{iky}$. Define

$$l=\sqrt{\hbar v/F},\qquad z=x/l,\qquad q=kl,\qquad \nu=q^2/2 .$$

The result to be derived is

$$T(k)=e^{-\pi k^2l^2}=\exp\!\left(-\frac{\pi\hbar v k^2}{F}\right).$$

Within this model, with the field extending over all $x$, it holds for every $k$ and every energy.

The other valley needs no separate treatment. Its Hamiltonian $v(-\sigma_xp_x+\sigma_yp_y)+U$ becomes $H$ on conjugation with $\sigma_y$, which reverses $\sigma_x$ and keeps $\sigma_y$.

## 2. Reduction to two coupled amplitudes

Because $E-Fx=-F(x-E/F)$, a change of energy shifts the origin of $x$ and nothing else. So $T$ cannot depend on $E$, and we set $E=0$. With $p_x=-i\hbar\,d/dx$, the equation $H\psi=0$ divided by $\hbar v/l$ reads

$$-i\sigma_x\psi'+q\sigma_y\psi+z\psi=0,$$

where the prime means $d/dz$. Multiply from the left by $i\sigma_x$ and use $\sigma_x^2=1$ and $\sigma_x\sigma_y=i\sigma_z$:

$$\psi'=(q\sigma_z-iz\sigma_x)\psi .$$

Now use the eigenstates of $\sigma_x$, with amplitudes $a=(\psi_1+\psi_2)/\sqrt2$ and $b=(\psi_1-\psi_2)/\sqrt2$. Adding and subtracting the two rows $\psi_1'=q\psi_1-iz\psi_2$ and $\psi_2'=-q\psi_2-iz\psi_1$ gives

$$a'=-iza+qb,\qquad b'=izb+qa .$$

The velocity operator is $\partial H/\partial p_x=v\sigma_x$. Hence $a$ moves right and $b$ moves left, on both sides of the junction, and the current is $v(|a|^2-|b|^2)$. It is conserved, since

$$\frac{d|a|^2}{dz}=2q\,\mathrm{Re}(a^*b)=\frac{d|b|^2}{dz};$$

the terms $\mp iz$ change phases only.

For a wave incident from the left there is no left-moving wave far on the right, so $b\to0$ as $z\to+\infty$. Then

$$T=\frac{|a(+\infty)|^2}{|a(-\infty)|^2},\qquad R=\frac{|b(-\infty)|^2}{|a(-\infty)|^2},\qquad R+T=1 .$$

Dividing $R+T=1$ by $T$ gives $T=1/(1+R/T)$, with

$$\frac RT=\frac{|b(-\infty)|^2}{|a(+\infty)|^2}.$$

Two limits of one solution are therefore enough.

**Normal incidence.** For $q=0$ the amplitudes decouple. The choice $b=0$ is consistent everywhere, $|a|$ is constant, and $T=1$. This is Klein tunnelling: a scalar potential commutes with $\sigma_x$ and cannot turn a right mover into a left mover.

## 3. An integral solution for $q\neq0$

Write $a=e^{-iz^2/2}A$ and $b=e^{-iz^2/2}G$. The equation for $b$ becomes $G'-izG=izG+qA$, so

$$A=\frac{G'-2izG}{q}.$$

The equation for $a$ becomes $A'-izA=-izA+qG$, so $A'=qG$. Inserting $A$ gives

$$G''-2izG'-(2i+q^2)G=0 .$$

The coefficients are at most linear in $z$, which suggests a Fourier-type integral. Try

$$G(z)=\int_0^\infty r^{-i\nu}e^{\varphi}\,dr,\qquad \varphi=-\frac{ir^2}{4}-irz .$$

The far part of the path is turned into the lower half plane, $r=r_0+se^{-i\pi/4}$. The quadratic term in $\varphi$ then contains $-s^2/4$, and the integral converges together with its derivatives.

Each derivative with respect to $z$ brings down a factor $-ir$. The left side of the differential equation is therefore

$$\int r^{-i\nu}e^{\varphi}\left(-r^2-2zr-2i-q^2\right)dr .$$

On the other hand,

$$-2i\frac{d}{dr}\left(r^{1-i\nu}e^{\varphi}\right)=-2i\,r^{-i\nu}e^{\varphi}\left(1-i\nu-\frac{ir^2}{2}-irz\right)$$
$$=r^{-i\nu}e^{\varphi}\left(-2i-2\nu-r^2-2rz\right).$$

Since $2\nu=q^2$, the two integrands are equal. The integral is the difference of $r^{1-i\nu}e^\varphi$ between the ends of the path. That function vanishes at $r=0$, where its modulus is proportional to $r$, and at the far end, where the Gaussian wins. So $G$ solves the equation.

## 4. The two asymptotic regions

**Far right, $z\to+\infty$.** Substitute $r=w/z$:

$$G=z^{-1+i\nu}\int_0^\infty w^{-i\nu}e^{-iw-iw^2/4z^2}dw .$$

On the ray $w=se^{-i\pi/4}$ the factor $e^{-iw}$ has modulus $e^{-s/\sqrt2}$, and the quadratic factor has modulus at most one and tends to one. It can therefore be dropped in the limit. Turning the ray further to $w=-it$ gives a gamma function:

$$\int_0^\infty w^{-i\nu}e^{-iw}dw=(-i)^{1-i\nu}\int_0^\infty t^{-i\nu}e^{-t}dt=-i\,e^{-\pi\nu/2}\,\Gamma(1-i\nu).$$

The real exponential comes from $(-i)^{-i\nu}=e^{(-i\pi/2)(-i\nu)}=e^{-\pi\nu/2}$. Thus

$$|G|\to \frac{|\Gamma(1-i\nu)|\,e^{-\pi\nu/2}}{z},$$

and $b\to0$: this solution meets the scattering condition. The same substitution shows that $G'$ is of order $1/z^2$, so $A\to-2izG/q$ and

$$|a(+\infty)|^2=\frac{4}{q^2}|\Gamma(1-i\nu)|^2e^{-\pi\nu}.$$

**Far left, $z=-Z$ with $Z\to\infty$.** Now $\varphi=-ir^2/4+irZ$ is stationary at $r=2Z$. With $r=2Z+\rho$ it is

$$\varphi=iZ^2-\frac{i\rho^2}{4}.$$

Over the range of $\rho$ that contributes, which stays finite, $(2Z+\rho)^{-i\nu}\to(2Z)^{-i\nu}$, a number of modulus one. Therefore

$$G\to e^{iZ^2}(2Z)^{-i\nu}\int_{-\infty}^{\infty}e^{-i\rho^2/4}d\rho=e^{iZ^2}(2Z)^{-i\nu}\,2\sqrt{\pi}\,e^{-i\pi/4}.$$

The end $r=0$ adds a term of order $1/Z$, by the same scaling $r=w/Z$ as before, and this vanishes in the limit. Hence

$$|b(-\infty)|^2=4\pi .$$

The phase of $b=e^{-iZ^2/2}G$ is $e^{+iz^2/2}$ up to the slowly varying power, as $b'\approx izb$ requires for a left mover.

## 5. The Gaussian law

The ratio of reflected to transmitted current is

$$\frac RT=\frac{4\pi q^2e^{\pi\nu}}{4|\Gamma(1-i\nu)|^2}.$$

The reflection formula $\Gamma(1+s)\Gamma(1-s)=\pi s/\sin\pi s$ at $s=i\nu$ gives $|\Gamma(1-i\nu)|^2=\pi\nu/\sinh\pi\nu$. With $q^2=2\nu$,

$$\frac RT=2e^{\pi\nu}\sinh\pi\nu=e^{2\pi\nu}-1=e^{\pi q^2}-1 .$$

Therefore $T=1/(1+R/T)=e^{-\pi q^2}$, which is the stated result.

This was tested by integrating the spinor equation numerically across a linear ramp from $z=-20$ to $z=20$ between flat leads. For $q=-0.6,\,0,\,0.3,\,0.6,\,0.9,\,1.2$ the largest deviation from the law, relative to the law, was $9.7\times10^{-5}$. Raising the energy by $3\hbar v/l$ changed $T$ by at most $2.1\times10^{-4}$ of its value.

## 6. Why the suppression is Gaussian

At $E=0$ the local bands obey $(Fx)^2=(\hbar v)^2(k_x^2+k^2)$, so

$$k_x^2=\frac{x^2}{l^4}-k^2 .$$

The longitudinal wavenumber is imaginary for $|x|<|k|l^2$. Conserved transverse momentum acts as a gap $2\hbar v|k|$ for motion along $x$, and the field tilts this gap into a barrier. Both the height of the imaginary wavenumber and the barrier width grow in proportion to $|k|$. The tunnelling exponent is, with $x=|k|l^2s$,

$$2\int_{-|k|l^2}^{|k|l^2}\sqrt{k^2-\frac{x^2}{l^4}}\,dx=2k^2l^2\int_{-1}^{1}\sqrt{1-s^2}\,ds=\pi k^2l^2 .$$

This semiclassical exponent equals the one derived above. The full solution adds that the prefactor is one, even for small $q$, where a semiclassical estimate has no claim to accuracy.

**Effect of a mass.** If the substrate makes the sublattices inequivalent, a term $\Delta\sigma_z$ appears. A rotation about the $\sigma_x$ axis turns $\hbar vk\sigma_y+\Delta\sigma_z$ into $\sqrt{\hbar^2v^2k^2+\Delta^2}\,\sigma_y$ and leaves the rest of $H$ unchanged. So $k^2$ is replaced by $k^2+(\Delta/\hbar v)^2$, and normal incidence is no longer fully transmitted.

## 7. A contact of finite width

Let the potential rise linearly from $-U_0$ to $U_0$ over a width $d$, with flat leads outside. Then $F=2U_0/d$, the lead wavenumber at $E=0$ is $k_F=U_0/\hbar v$, and $l^2=\hbar v d/2U_0=d/2k_F$. For incidence at angle $\theta$ from the normal, $k=k_F\sin\theta$ and

$$T(\theta)\approx\exp\!\left(-\frac{\pi}{2}k_Fd\,\sin^2\theta\right).$$

This is approximate because the ends of the ramp also scatter. It needs $d/2l\gg1$ and an angle well away from grazing: the turning points lie at $|x|=(d/2)|\sin\theta|$ and reach the ends of the ramp as $\theta\to90^\circ$.

**The opposite limit, an abrupt step.** For $d\to0$ the spinors are matched directly. The incident and reflected spinors are $(1,e^{i\theta})$ and $(1,-e^{-i\theta})$. The transmitted hole has $k_x=-k_F\cos\theta$, because in the lower band velocity and wavevector are opposite, and its spinor is $(1,e^{-i\theta})$. Continuity gives

$$1+\rho=\tau,\qquad e^{i\theta}-\rho e^{-i\theta}=\tau e^{-i\theta}.$$

Eliminating $\tau$ gives $2\rho e^{-i\theta}=2i\sin\theta$, so $|\rho|^2=\sin^2\theta$ and $T=\cos^2\theta$. Normal incidence is again perfect, but the angular selection is weak. The Gaussian collimation comes from the smoothness of the junction.

## 8. Conductance of a wide contact

A contact of width $W$ has $W\,dk/2\pi$ transverse modes in $dk$, with a factor 4 for spin and valley, and each contributes $(e^2/h)T$. If $k_Fl$ is large enough for the Gaussian to die out before $|k|=k_F$, the limits may be extended to infinity:

$$\frac GW=\frac{4e^2}{h}\int_{-\infty}^{\infty}\frac{dk}{2\pi}e^{-\pi k^2l^2}=\frac{4e^2}{h}\,\frac{1}{2\pi l}.$$

So the resistance scales as $F^{-1/2}$. Since $\int T^2dk=1/(\sqrt2\,l)$, the Fano factor, the ratio of shot noise to its uncorrelated value, is

$$\frac{\int T(1-T)\,dk}{\int T\,dk}=1-\frac1{\sqrt2}\approx0.293 .$$

Summing the numerically computed $T$ gave $0.2929$.

## 9. Worked example

Take rough values for a gated, encapsulated graphene contact: $v=10^6$ m/s, $U_0=0.15$ eV, $d=50$ nm. Then $\hbar v=0.658$ eV nm and

$$F=\frac{2(0.15\ \text{eV})}{50\ \text{nm}}=6.0\ \text{meV/nm},\qquad \frac Fe=0.060\ \text{MV/cm},$$
$$l=\sqrt{\frac{0.658}{0.0060}}\ \text{nm}=10.5\ \text{nm},\qquad k_F=\frac{0.15}{0.658}=0.228\ \text{nm}^{-1}.$$

The density in each lead is $k_F^2/\pi=1.65\times10^{12}$ cm$^{-2}$, and $k_Fd=11.4$. At $20^\circ$ the exponent is $(\pi/2)(11.4)\sin^2 20^\circ\approx2.09$, so $T\approx0.123$. The law falls to $1/e$ at $13.7^\circ$.

The table compares the law with numerical scattering from the finite ramp and from a rounded profile, $U=U_0\tanh(Fx/U_0)$, with the same $U_0$ and central slope.

| Angle | Law | Ramp | Tanh |
|---|---|---|---|
| 0° | 1.000 | 1.000 | 1.000 |
| 10° | 0.583 | 0.580 | 0.581 |
| 20° | 0.123 | 0.117 | 0.116 |
| 30° | 0.0114 | 0.0103 | 0.0083 |

At $30^\circ$ the ramp lies about 10% below the law and the rounded profile about 27% below. For the rounded profile a lower value is expected from the exponent of section 6: $|U|\le F|x|$, so the imaginary wavenumber is larger and the barrier wider than in a uniform field.

Here $d/2l=2.39$, which is not very large. At $q=0.3,\,0.6,\,0.9$ the ramp ends change $T$ by up to 6.8% relative to the law. With a ramp four times longer at the same $F$, and hence four times larger $U_0$, this falls to 0.10%.

The conductance is $G/W=2.35$ mS/µm, or a resistance times width of 425 Ω·µm. The finite ramp gives 428 and the rounded profile 429 Ω·µm. The strongly suppressed oblique modes, where the relative error of the law can be large, carry little current. If every lead mode were fully transmitted, the value would be 89 Ω·µm. The values above are two-terminal and include this part, so the junction itself adds about 336 Ω·µm according to the law.

## 10. The model beside a real contact

Such junctions arise between regions with opposite gate doping, and where a metal dopes the graphene beneath it with the opposite sign to the channel. In the second case the metal-graphene interface adds a resistance not included here. In either case the law applies only if the potential is close to linear over more than about $l$ on each side of the neutral line. The chosen density and width are ordinary for gated devices. The assumed mobility, 50 000 cm²/Vs at 300 K, is a rough value for clean encapsulated material and is high for graphene lying on an oxide.

**Screening.** Of the effects sized here, this one moves the result most. Few carriers are available to screen near the neutral line, so the potential there need not follow a uniform slope. Suppose that the gates impose a linear density $n'x$, with $n'=2n/d=6.6\times10^{-4}$ nm$^{-3}$, where $n$ is the lead density. The local wavenumber $\sqrt{\pi n'|x|}$ loses its meaning within a distance $x^*$ given by $\sqrt{\pi n'x^*}\,x^*=1$, so

$$x^*=(\pi n')^{-1/3}=7.8\ \text{nm},\qquad F^*=\frac{\hbar v}{x^{*2}},\qquad \frac{F^*}{e}\approx0.11\ \text{MV/cm}.$$

This is about 1.8 times the nominal field. Used in the law, it raises $T(20^\circ)$ from 0.12 to about 0.3 and lowers the resistance from 425 to about 320 Ω·µm. It is a scaling estimate, not a self-consistent solution, and it leaves out the dependence of the field on the surrounding dielectric. It indicates that $F$ should be taken from the actual potential near the neutral line and not from the difference of the lead potentials divided by the junction width.

**Temperature.** Averaging the ramp conductance over the thermal window at 300 K ($k_BT=25.9$ meV, energies within $4k_BT$, potential held fixed) gives 423 Ω·µm against 428 at $E=0$. This 1% drop comes from the cut. Energies beyond $4k_BT$ carry about 4% of the thermal weight, and with them included the average is 428 Ω·µm, unchanged from $E=0$ to the digits shown. For $|E|$ up to $3k_BT$ the resistance at fixed energy stays within about 6% of its $E=0$ value, as expected since in a uniform field $T$ does not depend on energy. It rises steeply as $|E|$ nears $U_0$ (about 820 Ω·µm at $5k_BT$), where one lead runs out of modes, but those energies carry little weight.

**Disorder.** Equating $\sigma=ne\mu$ with $\sigma=(2e^2/h)k_F\ell$ and using $n=k_F^2/\pi$ gives the mean free path $\ell=\hbar k_F\mu/e=750$ nm in the leads. At the wavenumber $1/l$ typical of the junction, with the same mobility, it is 314 nm. Both exceed $d$, so ballistic passage is reasonable. Since $\ell\propto\mu$, a mobility ten times lower would bring the second value to 31 nm, below $d$ but still above the barrier width $2|k|l^2$, which is about 12 nm at $T=1/e$. Passage across the whole junction would then no longer be ballistic: scattering would mix different $k$ and add resistance in series, so the values of section 9 could not be used as they stand. The resulting resistance is not estimated here.

**Band shape.** In the nearest-neighbour honeycomb band, the energy at $k_F$ departs from the linear isotropic form by at most 0.8%, which is minor beside the uncertainty in $F$.

The numerical output below lists most of these values with further digits.

## Values computed for the example and the checks

```
Uniform field, largest relative error of T: 9.7e-05
Uniform field, relative change with energy: 2.1e-04
Mode sum l*integral T dk (law: 1): 0.99999
Fano factor, numerical: 0.2929
Fano factor, law: 0.2929
End correction of T, example ramp, q<=0.9: 6.75 %
End correction of T, ramp 4x longer: 0.100 %
Band velocity: 1.00e+06 m/s
hbar v: 0.6582 eV nm
Lead potential U0: 0.150 eV
Junction width d: 50.0 nm
Potential slope F: 6.000 meV/nm
Junction field F/e: 0.0600 MV/cm
Length l: 10.474 nm
Half width d/(2l): 2.387
Fermi wavenumber: 0.2279 1/nm
kF d: 11.395
Carrier density in each lead: 1.653e+12 cm^-2
Angle where the law gives T = 1/e: 13.67 deg
T at 0 deg: law 1.0000, ramp 1.0000, tanh 1.0000
T at 10 deg: law 0.5829, ramp 0.5795, tanh 0.5805
T at 20 deg: law 0.1232, ramp 0.1167, tanh 0.1155
T at 30 deg: law 0.0114, ramp 0.0103, tanh 0.0083
Conductance per width, law: 2.3547 mS/um
Resistance x width, law: 424.7 ohm um
Resistance x width, finite ramp: 428.4 ohm um
Resistance x width, tanh profile: 429.2 ohm um
Resistance x width, all modes open: 89.0 ohm um
Temperature: 300 K
Thermal energy kT: 25.85 meV
Resistance x width, ramp, thermal: 423.0 ohm um
Largest band warping at kF: 0.82 %
Mobility: 50000 cm2/Vs
Mean free path in leads: 750 nm
Mean free path at wavenumber 1/l: 314 nm
Density gradient n': 6.612e-04 nm^-3
Screening estimate, length x*: 7.84 nm
Screening estimate, field: 0.1072 MV/cm
Screening estimate, field ratio: 1.79
Screening estimate, T at 20 deg: 0.310
Screening estimate, R x width: 318 ohm um
```
